# Tetrahedral Fermi-Loewdin orbitals of a 2s2p shell: a program that tests the result

```python
# Result under test: four Fermi orbitals of an s+p shell, with descriptors at
# radius a in tetrahedral directions n_i, have the pair overlap
#   S(a) = (Rs^2 - Rp^2) / (Rs^2 + 3 Rp^2),   Rs, Rp = radial functions at a,
# and Loewdin orthogonalization turns them into exact sp3 hybrids
#   sign(Rs) s/2 + sign(Rp) (sqrt(3)/2) n_i.p   whenever Rs and Rp are nonzero.
# Atomic units. Orbitals are real; one spin channel is treated.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from sympy.physics.hydrogen import R_nl
from pyscf import gto, dft

TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
rng = np.random.default_rng(7)


def fermi_rows(values):
    """values[d, j] = orbital j at descriptor d; returns normalized rows."""
    return values / np.linalg.norm(values, axis=1, keepdims=True)


def inverse_root(matrix):
    val, vec = np.linalg.eigh(matrix)
    return (vec / np.sqrt(val)) @ vec.T


def pair_overlap(rs, rp):
    return (rs**2 - rp**2) / (rs**2 + 3 * rp**2)


# ---------- hydrogenic shell (Z = 1), overlaps by three-dimensional quadrature
r_sym, x_sym = sp.symbols("r x", positive=True)
R20 = sp.lambdify(r_sym, R_nl(2, 0, r_sym, 1), "numpy")
R21 = sp.lambdify(r_sym, R_nl(2, 1, r_sym, 1), "numpy")


def hydrogen_shell(points):
    r = np.linalg.norm(points, axis=1)
    s = R20(r) / np.sqrt(4 * np.pi)
    p = np.sqrt(3 / (4 * np.pi)) * (R21(r) / r)[:, None] * points
    return np.column_stack([s, p])


rad, w_rad = np.polynomial.laguerre.laggauss(12)
cos_t, w_cos = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(8) / 8
rr, cc, pp = np.meshgrid(rad, cos_t, phi, indexing="ij")
sin_t = np.sqrt(1 - cc**2)
grid = np.stack([rr * sin_t * np.cos(pp), rr * sin_t * np.sin(pp), rr * cc], -1)
grid = grid.reshape(-1, 3)
weight = ((w_rad * np.exp(rad) * rad**2)[:, None, None]
          * w_cos[None, :, None] * np.full(8, 2 * np.pi / 8)).ravel()
on_grid = hydrogen_shell(grid)
assert np.allclose((on_grid.T * weight) @ on_grid, np.eye(4), atol=1e-10)

closed = (x_sym**2 - 6*x_sym + 6) / (3 * (x_sym**2 - 2*x_sym + 2))
closed_num = sp.lambdify(x_sym, closed, "numpy")
hyd_rows = []
for x in [0.01, 0.5, 3 - 3**0.5, 1.999, 2.001, 3.0, 3 + 3**0.5, 40.0]:
    orbitals = fermi_rows(hydrogen_shell(x * TETRA)) @ on_grid.T
    overlap = (orbitals * weight) @ orbitals.T
    off = overlap[~np.eye(4, dtype=bool)]
    assert np.allclose(off, closed_num(x), atol=1e-10)
    flo_grid = inverse_root(overlap) @ orbitals
    hybrid = (0.5 * np.sign(R20(x)) * on_grid[:, 0]
              + np.sqrt(3) / 2 * TETRA @ on_grid[:, 1:].T)
    error = np.sqrt(np.max(((flo_grid - hybrid)**2) @ weight))
    assert error < 1e-7   # rounding is amplified close to the 2s node
    hyd_rows.append((x, off.mean(), error))
assert abs((1 - hyd_rows[0][1]) / (0.01**2 / 3) - 1) < 0.02
far_hydrogen = sp.limit(closed, x_sym, sp.oo)
assert far_hydrogen == sp.Rational(1, 3)
assert abs(hyd_rows[-1][1] - 1/3) < 0.04

print("Hydrogenic shell: x = Z a, overlap S, rms hybrid error")
for x, s_val, err in hyd_rows:
    print(f"  x = {x:7.4f}   S = {s_val:9.6f}   error = {err:.1e}")
print(f"  far limit of S (hydrogenic) = {float(far_hydrogen):.6f}")

# ---------- far limit in a screened local potential, 2s deeper than 2p
step = 0.01
r_fd = step * np.arange(1, 4001)
v_fd = -(1 + 6 * np.exp(-2 * r_fd)) / r_fd


def radial_state(ang, index):
    diag = 1 / step**2 + v_fd + ang * (ang + 1) / (2 * r_fd**2)
    side = np.full(len(r_fd) - 1, -0.5 / step**2)
    val, vec = eigh_tridiagonal(diag, side, select="i", select_range=(0, index))
    return val[index], vec[:, index]


e_s, u_s = radial_state(0, 1)
e_p, u_p = radial_state(1, 0)
s_far = [pair_overlap(u_s[k], u_p[k]) for k in (999, 1999)]
assert e_s < e_p and s_far[1] < s_far[0] and abs(s_far[1] + 1/3) < 0.01
print("Screened model V = -(1 + 6 exp(-2r))/r")
print(f"  E(2s) = {e_s:.4f}, E(2p) = {e_p:.4f} hartree")
print(f"  S(10 bohr) = {s_far[0]:.5f}, S(20 bohr) = {s_far[1]:.5f}")

# ---------- nitrogen atom, majority-spin shell from Kohn-Sham LDA
mol = gto.M(atom="N 0 0 0", basis="cc-pvtz", spin=3, verbose=0)
mf = dft.UKS(mol)
mf.xc = "lda,pw"
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
s_ao = mol.intor("int1e_ovlp")
r_ao = mol.intor("int1e_r")
occ = mf.mo_coeff[0][:, :5]


def orb_at(points, coef):
    return mol.eval_gto("GTOval_sph", np.atleast_2d(points).astype(float)) @ coef


# Orient the p set by its dipole couplings to 2s, not by descriptor values.
core, two_s = occ[:, 0].copy(), occ[:, 1].copy()
core *= np.sign(orb_at([0, 0, 0], core)[0])
two_s *= np.sign(orb_at([0, 0, 1.5], two_s)[0])
dip = np.einsum("m,xmn,nj->xj", two_s, r_ao, occ[:, 2:])
d_len = np.linalg.norm(dip[0])
assert np.allclose(dip @ dip.T, d_len**2 * np.eye(3), atol=1e-6)
p_set = occ[:, 2:] @ (dip / d_len).T
p_set *= np.sign(orb_at([0, 0, 0.5], p_set[:, 2])[0])
shell = np.column_stack([two_s, p_set])


def z_points(a):
    a = np.atleast_1d(a)
    return np.column_stack([0 * a, 0 * a, a])


def rad_s(a):
    return np.sqrt(4 * np.pi) * orb_at(z_points(a), two_s)


def rad_p(a):
    return np.sqrt(4 * np.pi / 3) * orb_at(z_points(a), p_set[:, 2])


def fermi_overlap(coef, points):
    rows = fermi_rows(orb_at(points, coef)) @ coef.T
    return rows, rows @ s_ao @ rows.T


def loewdin(coef, points):
    rows, overlap = fermi_overlap(coef, points)
    return inverse_root(overlap) @ rows


print("Nitrogen atom, LDA (Slater + PW92), cc-pVTZ, majority spin")
print(f"  orbital energies 1s, 2s, 2p = {mf.mo_energy[0][0]:.4f}, "
      f"{mf.mo_energy[0][1]:.4f}, {mf.mo_energy[0][2]:.4f} hartree")
print("  a (bohr), Rs, Rp (bohr^-3/2), S, centroid along n (bohr)")
mix = np.linalg.qr(rng.normal(size=(4, 4)))[0]
turn = np.linalg.qr(rng.normal(size=(3, 3)))[0]
worst = 0.0
for a in [0.1, 0.2, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0]:
    rs, rp = rad_s(a)[0], rad_p(a)[0]
    directions = TETRA @ turn              # arbitrary orientation
    rows, overlap = fermi_overlap(shell @ mix, a * directions)
    off = overlap[~np.eye(4, dtype=bool)]
    assert np.allclose(off, pair_overlap(rs, rp), atol=1e-6)
    norm = rs**2 + 3 * rp**2
    expected = np.sort([4 * rs**2 / norm] + [4 * rp**2 / norm] * 3)
    assert np.allclose(np.linalg.eigvalsh(overlap), expected, atol=1e-6)
    flo = inverse_root(overlap) @ rows
    hybrid = (0.5 * np.sign(rs) * two_s
              + np.sqrt(3) / 2 * np.sign(rp) * directions @ p_set.T)
    diff = flo - hybrid
    worst = max(worst, np.sqrt(np.max(np.diag(diff @ s_ao @ diff.T))))
    centroid = np.einsum("im,xmn,in,ix->i", flo, r_ao, flo, directions)
    assert np.all(np.sign(centroid) == np.sign(rs))
    print(f"  {a:4.1f} {rs:9.5f} {rp:9.5f} {off.mean():9.5f} {centroid[0]:9.5f}")
assert worst < 1e-5
print(f"  largest distance of a Loewdin orbital from its hybrid = {worst:.1e}")

node = brentq(lambda a: rad_s(a)[0], 0.05, 1.0)
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"  2s node = {node:.5f} bohr = {node * bohr_in_angstrom:.5f} angstrom")
scan = np.arange(0.02, 4.001, 0.01)
gap = rad_s(scan)**2 - rad_p(scan)**2
zeros = [brentq(lambda a: rad_s(a)[0]**2 - rad_p(a)[0]**2, scan[k], scan[k + 1])
         for k in np.where(gap[:-1] * gap[1:] < 0)[0]]
assert len(zeros) >= 1 and zeros[0] < node
for a in zeros:
    assert np.allclose(fermi_overlap(shell, a * TETRA)[1], np.eye(4), atol=1e-6)
print("  zero-overlap radii up to 4 bohr =",
      ", ".join(f"{a:.4f}" for a in zeros), "bohr")
outer = scan[scan > node]
s_outer = pair_overlap(rad_s(outer), rad_p(outer))
k_max = np.argmax(s_outer)
print(f"  largest S from node to 4 bohr = {s_outer[k_max]:.5f} "
      f"at {outer[k_max]:.2f} bohr")

# ---------- control: one descriptor at another radius
uneven = np.array([0.5, 1.5, 1.5, 1.5])[:, None] * TETRA
s_weight = (loewdin(shell, uneven) @ s_ao @ two_s)**2
assert np.max(np.abs(s_weight - 0.25)) > 1e-3
print("  s weights, radii 0.5, 1.5, 1.5, 1.5 bohr =",
      ", ".join(f"{w:.4f}" for w in s_weight))

# ---------- the 1s orbital included, fifth descriptor at the nucleus
five = np.column_stack([core, shell])


def five_points(a):
    return np.vstack([np.zeros(3), a * TETRA])


low4 = np.linalg.eigvalsh(fermi_overlap(shell, node * TETRA)[1])[0]
low5 = np.linalg.eigvalsh(fermi_overlap(five, five_points(node))[1])[0]
assert abs(low4) < 1e-8 and low5 > 1e-4
print(f"  lowest overlap eigenvalue at node: shell {abs(low4):.1e}, "
      f"with 1s {low5:.5f}")

eri = mol.intor("int2e")


def self_interaction(orbitals):
    """Sum over orbitals of Hartree plus fully polarized LDA xc energy."""
    total = 0.0
    for c in orbitals:
        dm = np.outer(c, c)
        hartree = 0.5 * np.sum(dm * np.einsum("ijkl,kl->ij", eri, dm))
        exc = mf._numint.nr_uks(mol, mf.grids, mf.xc, np.array([dm, 0 * dm]))[1]
        total += hartree + float(exc)
    return total


print("  a (bohr), self-interaction energy of shell and of shell + 1s")
print("  (hartree), 1s weight in each valence orbital")
e_shell, e_five = [], []
for a in [0.2, 0.5, 1.0, 2.0]:
    e_shell.append(self_interaction(loewdin(shell, a * TETRA)))
    flo5 = loewdin(five, five_points(a))
    e_five.append(self_interaction(flo5))
    parts = flo5 @ s_ao @ five
    assert np.allclose(np.sum(parts[1:, 2:]**2, axis=1), 0.75, atol=1e-6)
    at_0 = orb_at([0, 0, 0], five)[0]
    at_a = orb_at([0, 0, a], five)[0]
    m1 = at_0[:2] / np.linalg.norm(at_0)
    m2 = 2 * at_a[:2] / np.linalg.norm(at_a)
    assert m1[0] * m2[1] - m1[1] * m2[0] > 0
    theta = np.arctan2(m1[1] - m2[0], m1[0] + m2[1])
    assert np.allclose(parts[1:, 0]**2, np.sin(theta)**2 / 4, atol=1e-6)
    print(f"  {a:4.1f} {e_shell[-1]:12.7f} {e_five[-1]:12.7f} "
          f"{parts[1, 0]**2:10.6f}")
assert np.ptp(e_shell) < 1e-6
assert np.ptp(e_five) > 1e-5
print(f"  spread over a: shell {np.ptp(e_shell):.1e}, "
      f"with 1s {np.ptp(e_five):.5f} hartree")

print("every check passed")
```

It prints:

```
Hydrogenic shell: x = Z a, overlap S, rms hybrid error
  x =  0.0100   S =  0.999966   error = 1.6e-11
  x =  0.5000   S =  0.866667   error = 4.0e-15
  x =  1.2679   S = -0.000000   error = 3.8e-15
  x =  1.9990   S = -0.333333   error = 6.7e-11
  x =  2.0010   S = -0.333333   error = 3.0e-11
  x =  3.0000   S = -0.200000   error = 4.2e-15
  x =  4.7321   S =  0.000000   error = 4.2e-15
  x = 40.0000   S =  0.299168   error = 3.6e-15
  far limit of S (hydrogenic) = 0.333333
Screened model V = -(1 + 6 exp(-2r))/r
  E(2s) = -0.6778, E(2p) = -0.2814 hartree
  S(10 bohr) = -0.33306, S(20 bohr) = -0.33333
Nitrogen atom, LDA (Slater + PW92), cc-pVTZ, majority spin
  orbital energies 1s, 2s, 2p = -13.9863, -0.7157, -0.3029 hartree
  a (bohr), Rs, Rp (bohr^-3/2), S, centroid along n (bohr)
   0.1  -3.87753   0.71132   0.87773  -0.66658
   0.2  -1.50376   1.09195   0.18309  -0.66658
   0.5   0.88173   1.22833  -0.13789   0.66658
   1.0   0.89582   0.79832   0.06085   0.66658
   1.5   0.49249   0.45262   0.04396   0.66658
   2.0   0.24851   0.26203  -0.02579   0.66658
   3.0   0.06097   0.08795  -0.14924   0.66658
   4.0   0.01507   0.03018  -0.23106   0.66658
  largest distance of a Loewdin orbital from its hybrid = 3.2e-15
  2s node = 0.32124 bohr = 0.16999 angstrom
  zero-overlap radii up to 4 bohr = 0.2226, 0.6911, 1.8286 bohr
  largest S from node to 4 bohr = 0.06339 at 1.12 bohr
  s weights, radii 0.5, 1.5, 1.5, 1.5 bohr = 0.1825, 0.2725, 0.2725, 0.2725
  lowest overlap eigenvalue at node: shell 1.1e-16, with 1s 0.04031
  a (bohr), self-interaction energy of shell and of shell + 1s
  (hartree), 1s weight in each valence orbital
   0.2    0.0735297   -0.1853633   0.229313
   0.5    0.0735297    0.0648952   0.088404
   1.0    0.0735297    0.3279350   0.005471
   2.0    0.0735297    0.3299590   0.003325
  spread over a: shell 7.8e-16, with 1s 0.51532 hartree
every check passed
```
